# Why TB09 narrows bands and makes carriers too heavy

## Result

The Tran–Blaha potential TB09 opens gaps by deepening a multiplicative potential. In the models below, a larger gap in such a potential weakens the mixing of valence and conduction states as $k$ moves away from a band edge, so the edge masses rise and the bands narrow. This happens even when the elementary hopping is unchanged. In a two-band chain with gap $E_g$, hopping $t$ and cell length $a$,

$$m^*=\frac{E_g}{2t^2a^2},\qquad d\ln m^*=d\ln E_g-2\,d\ln t .$$

Reduced hopping is therefore a possible addition, not the necessary cause. A heavier mass is also not yet an *overestimated* mass: that needs a reference. The reference here is a nonlocal exchange operator with the same direct gap. Finite-range exchange opens the gap and also adds a term to the velocity operator, while a multiplicative potential adds no such term. This is a mechanism shown in models, not a theorem for every solid.

Hartree atomic units are used, masses are in electron masses, and hole masses are quoted as positive.

## Contribution 1: the gap at fixed hopping

Take a chain with alternating site energies $+D$ and $-D$, neighbours $a/2$ apart, and hopping $-t$. With $\theta=ka/2$,

$$H_k=\begin{pmatrix}D&-2t\cos\theta\\-2t\cos\theta&-D\end{pmatrix},\qquad E_\pm=\pm\varepsilon,\quad \varepsilon=\sqrt{D^2+4t^2\cos^2\theta}.$$

The edges lie at $k=\pi/a$, where the cosine vanishes, so $E_g=2D$. Put $k=\pi/a+\kappa$. Then $\cos^2\theta=\sin^2(\kappa a/2)\simeq\kappa^2a^2/4$, and expanding the root gives

$$E_+\simeq D+\frac{4t^2}{2D}\,\frac{\kappa^2a^2}{4}=D+\frac{t^2a^2}{2D}\kappa^2 .$$

Comparison with $\kappa^2/2m^*$ gives $m^*=D/(t^2a^2)=E_g/(2t^2a^2)$. The width of either band is

$$W=\sqrt{D^2+4t^2}-D,\qquad \frac{dW}{dD}=\frac{D}{\sqrt{D^2+4t^2}}-1<0 .$$

Widening the gap narrows both bands without any change in $t$.

The limit $D\gg t$ shows why this is easily described as reduced hopping. There

$$E_+\simeq D+\frac{2t^2\cos^2\theta}{D}=D+\frac{t^2}{D}(1+\cos ka),$$

which is a single band with hopping of magnitude $t'=t^2/(2D)$ between like sites. An electron reaches the next like site through an intermediate site that is $2D$ away in energy. The effective hopping $t'$ falls because the gap grows, although $t$ is fixed.

For $a=6$ bohr and $t=0.10$ hartree, raising $D$ from 0.10 to 0.15 hartree changes the mass from 0.278 to 0.417, a factor 1.5, and the width from 0.124 to 0.100 hartree.

## Contribution 2: a smaller elementary hopping

If $t$ also drops by 10%, to 0.09 hartree, the mass gains a factor $1/0.9^2=1.235$ and reaches 0.514; the width falls to 0.084 hartree. In logarithms the gap contributes $\ln1.5=0.41$ and the hopping $0.21$. These weights follow from the chosen parameters. Note that in this chain a change of $t$ alone leaves the gap at $2D$: localization by itself does not open it.

## What TB09 does to a lattice potential

For one spin, let $\rho_s$ be the density and $t_s=\tfrac12\sum_i|\nabla\psi_i|^2$. The TB09 exchange potential is

$$v=c\,v_{\rm BR}+\frac{3c-2}{\pi}\sqrt{\frac{5t_s}{6\rho_s}} .$$

The Becke–Roussel potential $v_{\rm BR}$ is that of a model exchange hole, an exponential displaced from the reference point:

$$v_{\rm BR}=-\frac{1-e^{-x}-\frac12xe^{-x}}{b},\qquad b^3=\frac{x^3e^{-x}}{8\pi\rho_s},$$

$$\frac{xe^{-2x/3}}{x-2}=\frac{2\pi^{2/3}\rho_s^{5/3}}{3Q},\qquad Q=\frac16\left[\nabla^2\rho_s-2\gamma\left(2t_s-\frac{|\nabla\rho_s|^2}{4\rho_s}\right)\right],$$

with $\gamma=0.8$. Since $v$ is linear in $c$, its response at fixed orbitals is

$$\frac{\partial v}{\partial c}=v_{\rm BR}+\frac3\pi\sqrt{\frac{5t_s}{6\rho_s}} .$$

Three situations fix its behaviour.

- **Uniform gas.** The mean of $k^2$ in a Fermi sphere is $3k_F^2/5$, so $t_s/\rho_s=3k_F^2/10$ and the root equals $k_F/2$. The second term is $3k_F/(2\pi)$. The hole potential of the uniform gas is $-3k_F/(2\pi)$, so the two cancel. With the model hole a residue of 0.04% of $v_{\rm BR}$ remains.
- **Smooth density maximum of one orbital.** There $\nabla\psi=0$, so $t_s=0$ and the slope is $v_{\rm BR}<0$. At a nuclear cusp $t_s$ does not vanish: for hydrogen 1s, $t_s/\rho_s=1/2$ and the slope at the nucleus is $-1+0.62=-0.38$ hartree, still negative.
- **Tail of one orbital.** For $\psi\sim e^{-\kappa r}$, $t_s/\rho_s\to\kappa^2/2$ while $v_{\rm BR}\to0$. The slope tends to $(3/\pi)\sqrt{5/12}\,\kappa>0$.

Raising $c$ therefore lowers the potential where electrons sit and raises it between them.

To see this in a crystal, take a simple cubic lattice with $G=2\pi/a$, $a=6$ bohr, and

$$V=-V_0(\cos Gx+\cos Gy+\cos Gz),\qquad V_0=0.20\ \text{hartree},$$

with two electrons per cell filling the lowest band. $V$ is taken as the converged LDA potential. LDA exchange is then replaced once by TB09 exchange built from the filled-band orbitals. The slope $\partial v/\partial c$ is $-0.51$ hartree at the site, $+0.13$ at the bond centre and $+0.50$ at the cell corner, as the limits suggest.

The TB09 prescription $c=-0.012+1.023\,\bar g^{1/2}$, with $\bar g$ the cell average of $|\nabla\rho|/\rho$ in bohr$^{-1}$, would give $c=1.14$ here. Below, $c$ is varied to expose the trend. Energies are in hartree.

| Potential | gap | direct gap at R | valence width | hole mass | electron mass |
|---|---|---|---|---|---|
| LDA start | 0.072 | 0.198 | 0.190 | 0.54 | 0.26 |
| $c=1.0$ | 0.113 | 0.235 | 0.168 | 0.69 | 0.28 |
| $c=1.2$ | 0.165 | 0.274 | 0.144 | 0.88 | 0.31 |
| $c=1.4$ | 0.216 | 0.314 | 0.123 | 1.10 | 0.34 |

The valence maximum is at R, the zone corner, and the conduction minimum at X, a face centre; both masses are along $x$. From the LDA start to $c=1.4$ the gap grows from 1.95 to 5.87 eV. Because the density is not allowed to respond, these are trends of the potential, not self-consistent TB09 results.

## Weighing gap against momentum in the lattice

In a local potential the Bloch Hamiltonian is $H(k)=\frac12(p+k)^2+V$. Moving by $\kappa$ along $x$ from an edge $k_0$ adds $\kappa(p_x+k_{0x})+\kappa^2/2$. The first-order term vanishes at a nondegenerate extremum. Second-order perturbation theory gives

$$E_0(\kappa)=E_0+\frac{\kappa^2}{2}+\kappa^2\sum_{n\ne0}\frac{|p_{n0}|^2}{E_0-E_n},$$

and hence

$$\frac1{m}=1+2\sum_{n\neq0}\frac{|p_{n0}|^2}{E_0-E_n}.$$

Here $p_{n0}$ is the matrix element of the full momentum between Bloch states, and $m$ is negative for the valence maximum. The sum rule was tested against finite differences of the band at R.

Keep just the next level at R, with total strength $P^2$ and direct gap $E_d$. The hole mass is then

$$\frac1{m_h}\simeq\frac{2P^2}{E_d}-1 .$$

At the start $P^2=0.283$, so $1/m_h\simeq2(0.283)/0.198-1=1.86$ and $m_h\simeq0.54$, as in the full calculation. At $c=1.4$, $P^2=0.297$ and $E_d=0.314$ give $m_h\simeq1.12$, within about 2% of the full 1.10.

The two changes can now be made separately:

- new gap, old $P^2$: $1/m_h\simeq2(0.2832)/0.3137-1=0.81$, so $m_h\simeq1.24$;
- old gap, new $P^2$: $1/m_h\simeq2(0.2967)/0.1984-1=1.99$, so $m_h\simeq0.50$.

The gap makes the hole heavier; the momentum strength pulls weakly the other way. On a logarithmic scale the direct gap changes by 0.46 and $P^2$ by 0.05. Localization has not reduced the momentum coupling in this lattice.

The hole mass doubles although $E_d$ grows by a factor of 1.58, because the free-electron term $-1$ is subtracted from a shrinking number. For an electron edge coupled mainly to the valence band the same term is added, which softens the dependence on the gap. At X the direct gap grows from 0.198 to 0.296 hartree and $P^2$ from 0.283 to 0.29, so $1+2P^2/E_d$ falls from 3.86 to 2.98, which would raise the mass by 29%; the computed electron mass at X, which also feels the higher levels, rises by 32%.

## Where reduced hopping enters

Along one axis the start potential is a one-dimensional cosine lattice. Its valence band can be written

$$E(k)=E_0-2\sum_{n\ge1}t_n\cos(nka),$$

where $t_n$ is the hopping between Wannier functions $n$ cells apart. These $t_n$ are Fourier coefficients of the band. They describe its narrowing in real space and are not a separate input.

Deepening $V_0$ from 0.20 to 0.267 hartree lowers $t_1$ from 0.0155 to 0.0120 hartree, by 23%. The rms width of the most compact Wannier function shrinks from 1.42 to 1.24 bohr. Localization and smaller hopping are thus real, and both result from the deeper potential.

The nearest-neighbour hopping does not carry the whole mass change. With $t_1$ alone, the edge mass would be $1/(2t_1a^2)$ and would rise by a factor $0.0155/0.0120\simeq1.29$. The computed hole mass rises from 0.536 to 0.820, a factor 1.53. The difference comes from longer hops: differentiating twice at $k=\pi/a$ gives $E''=2a^2\sum_n(-1)^n n^2t_n$, in which distant hops are weighted by $n^2$.

## Contribution 3: the velocity that a local potential lacks

Consider the nonlocal exchange operator

$$K(x,x')=-\gamma(x,x')\,w(x-x'),$$

where $\gamma(x,x')$ now denotes the one-spin density matrix. The velocity operator is $i[H,x]=p+i[K,x]$, and the extra term has kernel $i(x'-x)K(x,x')$. It vanishes when $K$ is multiplicative.

**In the chain.** The occupied projector is $\frac12(1-H_k/\varepsilon)$, with off-diagonal element $t\cos\theta/\varepsilon$. Transforming to a neighbouring pair of sites multiplies it by $e^{\pm i\theta}$; the odd sine part averages to zero. The bond order is therefore

$$b=\left\langle\frac{t\cos^2\theta}{\varepsilon}\right\rangle_k>0 .$$

An exchange strength $U_b$ on the bond adds $-U_bb$ to the hopping element $-t$, so $t_{\rm eff}=t+U_bb$. At equal gap the mass falls by $(t/t_{\rm eff})^2$. With $U_b=0.10$ hartree and $b=0.259$, evaluated at $D=0.10$ hartree, $t_{\rm eff}=0.126$ hartree. At $D=0.15$ hartree the mass is then 0.263 instead of 0.417; with $b$ and $t_{\rm eff}$ made self-consistent at $D=0.15$ hartree it is 0.270.

**In the cosine lattice.** Near the zone edge keep the two plane waves with momenta $\pm\pi/a+\kappa$. Apart from a constant,

$$H=\frac{\kappa^2}2+u\kappa\,\sigma_z-\Delta\,\sigma_x,\qquad u=\frac\pi a,\quad \Delta=\frac{V_0}2,\quad \varepsilon_\kappa=\sqrt{u^2\kappa^2+\Delta^2}.$$

Inserting the occupied projector, and keeping momentum transfers small compared with $G$, gives

$$K_\kappa={\rm const}+\frac12\int\frac{dq}{2\pi}\,\hat w(\kappa-q)\,\frac{uq\,\sigma_z-\Delta\,\sigma_x}{\varepsilon_q},$$

where $\hat w$ is the Fourier transform of $w$, taken even, positive and decreasing with $|q|$. The $\sigma_x$ part enlarges $\Delta$ and so opens the gap. The $\sigma_z$ part adds to $u$ the amount

$$\delta u=\frac12\int\frac{dq}{2\pi}\,[-\hat w'(q)]\,\frac{uq}{\varepsilon_q}>0 .$$

There is a counter-effect: the gain in $\Delta$ weakens away from the edge, as $-\beta\kappa^2$. Expanding $\hat w(\kappa-q)$ to second order and integrating by parts once,

$$\beta=-\frac14\int\frac{dq}{2\pi}\,\hat w''\frac{\Delta}{\varepsilon_q}
=\frac14\int\frac{dq}{2\pi}\,[-q\hat w'(q)]\,\frac{\Delta u^2}{\varepsilon_q^3}.$$

The upper energy, $\kappa^2/2$ plus the root of the squared coefficients, has $1/m_e=1+(u+\delta u)^2/\Delta'-2\beta$, with $\Delta'$ the enlarged half-gap. A local two-wave potential of equal gap has $1+u^2/\Delta'$. To first order in $w$ the difference is

$$\frac{2u\,\delta u}{\Delta}-2\beta=\int\frac{dq}{2\pi}\,[-q\hat w'(q)]\,\frac{u^2}{\Delta\varepsilon_q}\left(1-\frac{\Delta^2}{2\varepsilon_q^2}\right)>0,$$

because $\varepsilon_q\ge\Delta$. The same difference appears in $1/m_h$. Within this model and order, the nonlocal edges are lighter at equal gap. The size is reliable only for long-ranged $w$. For weak $w=Ue^{-|x|/\lambda}$ in the full lattice, the formula lies within 10% of the electron and hole differences at $\lambda=6$ bohr, but is about twice too large at $\lambda=1$ bohr.

Two limits can be solved exactly. If $w$ is a contact interaction, $K$ is multiplicative and the extra velocity is zero. If $w=U$ everywhere, $K=-U\gamma$ is $-U$ times the occupied projector. It lowers the filled band rigidly, opening the gap by $U$ with no change in mass.

The full one-dimensional calculation, also done in one step, uses $w=Ue^{-|x|/\lambda}$. For $\lambda=a=6$ bohr and $U=0.10$ hartree:

| | gap | valence width | hole mass | electron mass |
|---|---|---|---|---|
| start | 0.198 | 0.063 | 0.54 | 0.26 |
| nonlocal | 0.263 | 0.068 | 0.52 | 0.26 |
| local, equal gap | 0.263 | 0.049 | 0.82 | 0.32 |

The local potential here is the cosine deepened to $V_0=0.267$ hartree. Its hole is 58% too heavy and its electron 24% too heavy, relative to the nonlocal operator. The size depends on the shape of the local potential: adding a second harmonic of amplitude up to $\pm0.3$ hartree at the same gap gives 58–90% for the hole and 24–53% for the electron. The nonlocal band widens slightly while the local one narrows. For $\lambda=0.12$ bohr, with $U$ raised to 5.0 hartree so that $U\lambda$ is unchanged, and with the local potential again matched to the nonlocal gap, both mass excesses shrink to about 2%, which supports attributing them to the finite range of exchange. Just under 1% remains even in the contact limit, where $K$ is local but not a pure cosine.

For $\lambda=6$ bohr the start potential has too small a gap, yet its masses lie close to the nonlocal ones: the small gap compensates for the missing exchange velocity. Correcting the gap with another local potential removes that compensation. The near-agreement depends on the range of exchange. For $\lambda=0.12$ bohr the nonlocal hole mass is 1.42, far above the starting 0.54, because such short-ranged exchange acts almost like a local potential.

## When the conclusion can fail

The comparison with nonlocal exchange was made in one dimension for a deepened cosine, not for the TB09 potential itself, and it assumes equal gaps. If TB09 leaves the gap below that of the reference, its masses need not be too large. The reference here is a model exchange operator; correlation in a real solid also changes velocities through the energy dependence of the self-energy, which is left out.

The sum rule also shows where the simple trend weakens. At degenerate edges it must be replaced by a matrix. At a conduction edge, couplings to higher levels enter with the opposite sign to the valence coupling and may compete with it. A potential that changes the orbital character may change $|p_{n0}|^2$ as well as the gap. The separate changes of $P^2$ and $E_d$ then have to be computed, as was done above, before the heavier mass is assigned to either. The numerical output gives the values behind both comparisons.

## Computed results

```
lattice constant a = 6.0 bohr, amplitude V0 = 0.20 hartree
chain: bond exchange strength 0.10 hartree
chain start: D 0.10, t 0.10, width 0.1236 hartree; mass 0.2779 m_e
chain wider gap, same hopping: D 0.15, t 0.10, width 0.1000 hartree; mass 0.4167 m_e
chain wider gap, less hopping: D 0.15, t 0.09, width 0.0843 hartree; mass 0.5145 m_e
chain bond order 0.2587; hopping with exchange 0.1259 hartree
chain with exchange, D 0.15: width 0.1430 hartree; mass 0.2630 m_e
uniform gas: |c-slope / v_BR| = 0.00040
dv/dc at site -0.5108, bond centre 0.1286, cell corner 0.4988 hartree
mean |grad rho|/rho = 1.2597 1/bohr; TB09 formula would give c = 1.136
LDA start: gap 0.0717 hartree = 1.95 eV, direct gap at R 0.1984 hartree
LDA start: valence width 0.1900 hartree; hole mass 0.5361, electron mass 0.2611 m_e
LDA start: momentum strength to next level 0.2832 a.u.
TB09 c=1.0: gap 0.1134 hartree = 3.09 eV, direct gap at R 0.2348 hartree
TB09 c=1.0: valence width 0.1675 hartree; hole mass 0.6869, electron mass 0.2847 m_e
TB09 c=1.0: momentum strength to next level 0.2868 a.u.
TB09 c=1.2: gap 0.1648 hartree = 4.49 eV, direct gap at R 0.2741 hartree
TB09 c=1.2: valence width 0.1438 hartree; hole mass 0.8754, electron mass 0.3146 m_e
TB09 c=1.2: momentum strength to next level 0.2913 a.u.
TB09 c=1.4: gap 0.2155 hartree = 5.87 eV, direct gap at R 0.3137 hartree
TB09 c=1.4: valence width 0.1228 hartree; hole mass 1.0971, electron mass 0.3434 m_e
TB09 c=1.4: momentum strength to next level 0.2967 a.u.
LDA to c=1.4: ln(direct gap ratio) 0.4583, ln(momentum strength ratio) 0.0466
1D start: gap 0.1984, width 0.0633 hartree; hole 0.5361, electron 0.2611 m_e
long range: lambda 6.00 bohr, U 0.10 hartree
1D nonlocal, long range: gap 0.2633, width 0.0678 hartree; hole 0.5200, electron 0.2562 m_e
1D local, equal gap, V=0.2671 hartree: gap 0.2633, width 0.0486 hartree; hole 0.8203, electron 0.3170 m_e
long range, local/nonlocal mass: hole 1.5775, electron 1.2372
short range: lambda 0.12 bohr, U 5.00 hartree
1D nonlocal, short range: gap 0.3665, width 0.0324 hartree; hole 1.4200, electron 0.3851 m_e
1D local, equal gap, V=0.3772 hartree: gap 0.3665, width 0.0317 hartree; hole 1.4534, electron 0.3920 m_e
short range, local/nonlocal mass: hole 1.0236, electron 1.0180
Wannier rms width: V0 1.4191, deeper 1.2405 bohr
valence hopping: V0 0.01554, deeper 0.01204 hartree
```
